\section*{Why irreducible-wedge sums need symmetrization for tensors, forces and Berry curvature}

\section*{Question}

My band-structure code reduces the $k$-mesh by symmetry and gives each remaining point a weight. The electron number and the band energy agree with those of the unreduced mesh. I therefore used the same points and weights for velocity products (for the conductivity), forces, stress and Berry curvature. My cubic crystal now has a direction-dependent conductivity and a shear stress, and a nonmagnetic insulator has a Hall conductance. Is the mesh too coarse? If the weights are right for the energy, why are they not right for everything?

\section*{Answer}

The weights are right, but they count points; they do not rotate what is attached to the points. A weighted wedge sum replaces every member of a symmetry-related set by one representative. That is harmless for a quantity with equal values at all members. A velocity product, a force or a Berry curvature generally changes from member to member, and refining the mesh does not repair the replacement.

\subsection*{The correct reduction formula}

Let $G$ be the group used for the reduction, with $|G|$ operations. I assume that its operations are symmetries of the actual crystal, including its strain and magnetic order, and that they map the mesh of $N$ points onto itself, up to reciprocal lattice vectors. The star of $\mathbf k$ is the set of its $n_{\mathbf k}$ distinct images. The wedge holds one representative of each star, with weight $w_{\mathbf k}=n_{\mathbf k}/N$.

Suppose that the quantity $T$ is periodic in the reciprocal lattice and obeys
\begin{equation}
T(g\mathbf k)=D(g)\,T(\mathbf k),
\label{cov}
\end{equation}
where the linear map $D(g)$ does not depend on $\mathbf k$ and the maps multiply like the operations. If bands are degenerate, $T(\mathbf k)$ must include the whole degenerate set with equal occupations and must not depend on the basis chosen within it. For velocity products this requires the matrix elements between the degenerate states, not only the diagonal ones.

The operations that send $\mathbf k$ to one given member of its star form a coset of those that leave $\mathbf k$ fixed. Each member is therefore reached by the same number of operations, $|G|/n_{\mathbf k}$, so that
\begin{equation}
\sum_{\mathbf k'\in\mathrm{star}}T(\mathbf k')
=\frac{n_{\mathbf k}}{|G|}\sum_{g\in G}T(g\mathbf k)
=n_{\mathbf k}\,P\,T(\mathbf k),\qquad
P=\frac1{|G|}\sum_{g\in G}D(g).
\end{equation}
Dividing by $N$ and adding all stars gives
\begin{equation}
T_{\rm full}=\frac1N\sum_{\mathbf k}T(\mathbf k)
=P\,S_w,\qquad
S_w=\sum_{\rm wedge}w_{\mathbf k}T(\mathbf k).
\label{main}
\end{equation}
Since $P$ is linear, it can be applied once, to the finished sum. Multiplying $P$ by $D(h)$ merely reorders the group, so $D(h)P=P$ and hence $P^2=P$. Thus $P$ is a projector onto invariant quantities, and the error of the plain sum is $S_w-T_{\rm full}=(1-P)S_w$.

When is the plain sum safe? If $T$ is constant on every star, $P$ changes nothing. Conversely, suppose that the plain sum is right for every choice of representatives. Exchanging one representative $\mathbf k$ for another member $\mathbf k'$ changes $S_w$ by $w_{\mathbf k}[T(\mathbf k')-T(\mathbf k)]$, which must vanish. So $T$ must be constant on each star. Energies and occupations pass this test.

\subsection*{Velocity products}

Let $R$ be the orthogonal matrix by which an operation acts on $\mathbf k$. Differentiating $\varepsilon(R\mathbf k)=\varepsilon(\mathbf k)$ with respect to $k_i$, and writing $\mathbf v=\partial\varepsilon/\partial\mathbf k$, gives
\begin{equation}
\sum_j v_j(R\mathbf k)R_{ji}=v_i(\mathbf k)
\quad\Longrightarrow\quad
\mathbf v(R\mathbf k)=R\,\mathbf v(\mathbf k).
\end{equation}
The matrix $v_iv_j$ therefore transforms as $T\to RTR^{\mathsf T}$. Every cubic group contains the twofold rotations about the cube axes. The one about $x$ reverses $y$ and $z$ and so changes the sign of the $xy$ and $xz$ elements; with the rotations about $y$ and $z$, every off-diagonal element averages to zero. The threefold rotation about a body diagonal permutes the axes cyclically and makes the diagonal elements equal. Since $\operatorname{tr}(RTR^{\mathsf T})=\operatorname{tr}T$,
\begin{equation}
P\,T=\tfrac13(\operatorname{tr}T)\,\mathbf 1 .
\label{cubic}
\end{equation}
The trace of the plain sum is right; its anisotropy is spurious.

For a concrete case, take a simple cubic crystal with one orbital per site, $a=3$ Å, and bond vectors $\boldsymbol\ell$ to first and second neighbours:
\begin{equation}
\varepsilon(\mathbf k)=-\sum_{\boldsymbol\ell}t(\ell)\cos(\mathbf k\cdot\boldsymbol\ell),
\qquad t(\ell)=(1\ \mathrm{eV})(a/\ell)^4 .
\end{equation}
The hoppings are 1 and 0.25 eV. There are 0.2 electrons per cell, counting both spins, and the Fermi function $f$ has $k_BT=0.25$ eV. The transport tensor is
\begin{equation}
K_{ij}=2\sum_{\mathbf k}w_{\mathbf k}
\left(-\frac{\partial f}{\partial\varepsilon}\right)v_iv_j .
\end{equation}
The mesh is shifted off $\Gamma$: for $n^3$ points, each $k_ia$ is an odd multiple of $\pi/n$. The $48^3=110592$ mesh points reduce to 2600 with $k_x\ge k_y\ge k_z>0$. Both sums give a chemical potential of $-3.9007$ eV and a band energy of $-1.1314$ eV per cell. The tensors, in eV\,Å$^2$, are
\begin{equation}
K_{\rm full}=4.249\,\mathbf 1,\qquad
K_w=\begin{pmatrix}8.459&4.935&2.246\\4.935&3.359&1.495\\2.246&1.495&0.930\end{pmatrix}.
\end{equation}
By (\ref{cubic}), the correct value follows from the wrong tensor:
\begin{equation}
\tfrac13(8.459+3.359+0.930)=4.249\ \mathrm{eV\,\mathring{A}^2}.
\end{equation}

The order of the diagonal elements follows from the band. With $c_i=\cos k_ia$ and energies in eV, $\varepsilon=-2(c_x+c_y+c_z)-(c_xc_y+c_yc_z+c_zc_x)$, so $v_x=a\sin(k_xa)\,(2+c_y+c_z)$ and cyclically. In the wedge $c_x\le c_y\le c_z$, so the brackets decrease from $x$ to $z$ and are not negative. Where $(k_x+k_y)a\le\pi$, the identity $\sin\alpha-\sin\beta=2\cos\frac{\alpha+\beta}2\sin\frac{\alpha-\beta}2$ gives $\sin k_xa\ge\sin k_ya\ge\sin k_za\ge0$, hence $v_x\ge v_y\ge v_z\ge0$. Where $(k_x+k_y)a>\pi$, $s=c_x+c_y<0$ and $\varepsilon=-(2+c_z)s-2c_z-c_xc_y\ge|s|-2-s^2/4\ge-2$ eV. This is 1.9 eV, or $7.6\,k_BT$, above the chemical potential, so such points carry negligible weight. Relabelling the axes of the wedge gives diagonal elements 3.359, 0.930 and 8.459: the ``easy'' direction belongs to the list of points, not to the crystal.

In the Boltzmann equation with a constant relaxation time $\tau$ and cell volume $V$, the velocity is $\mathbf v/\hbar$, and
\begin{equation}
\sigma_{ij}=\frac{e^2\tau}{\hbar^2V}K_{ij}.
\end{equation}
For $\tau=10$ fs the true conductivity is $5.82\times10^6$ S/m. The plain sum gives 11.59, 4.60 and 1.27 in units of $10^6$ S/m along the three axes.

A finer mesh makes $S_w$ converge to an integral over one wedge, multiplied by 48. That integral still knows only one wedge. The ratio of $K_{w,xx}$ to one third of the trace is 2.02, 1.99 and 1.99 for $12^3$, $24^3$ and $48^3$ points; the correct ratio is 1.

Projection must also precede nonlinear steps. The matrix $K_w$ is a positive sum of products $v_iv_j$. If its eigenvalues $\lambda_i$ are all positive, the Cauchy--Schwarz inequality gives $(\sum_i\lambda_i)(\sum_i1/\lambda_i)\ge9$, or
\begin{equation}
\tfrac13\operatorname{tr}K_w^{-1}\ \ge\ \frac{1}{\tfrac13\operatorname{tr}K_w}.
\end{equation}
Inverting first and averaging afterwards thus overestimates the resistivity unless the eigenvalues are equal. Here the result is 10.3 times the true resistivity, although the trace of $K_w$ was right.

\subsection*{Stress}

Apply a strain $\eta$, so that $\boldsymbol\ell\to(1+\eta)\boldsymbol\ell$, and let the mesh follow the reciprocal lattice, which keeps $\mathbf k\cdot\boldsymbol\ell$ fixed. At fixed electron number $N_e$ the band free energy is
\begin{equation}
F=-2k_BT\sum_{\mathbf k}w_{\mathbf k}\ln\!\left[1+e^{(\mu-\varepsilon)/k_BT}\right]+\mu N_e .
\end{equation}
Its variation is $dF=2\sum w f(d\varepsilon-d\mu)+N_e\,d\mu$. The $d\mu$ terms cancel because $2\sum wf=N_e$, leaving $dF=2\sum wf\,d\varepsilon$.

To first order, $\ell\,d\ell=\sum_{ij}\ell_i\,d\eta_{ij}\,\ell_j$, so $\partial\ell/\partial\eta_{ij}=\ell_i\ell_j/\ell$. With $dt/d\ell=-4t/\ell$, the two minus signs cancel:
\begin{equation}
\frac{\partial\varepsilon}{\partial\eta_{ij}}
=4\sum_{\boldsymbol\ell}t(\ell)\frac{\ell_i\ell_j}{\ell^2}\cos(\mathbf k\cdot\boldsymbol\ell).
\label{strain}
\end{equation}
Rotating $\mathbf k$ and relabelling the bonds shows that this is another $RTR^{\mathsf T}$ tensor. The stress, positive in tension, is
\begin{equation}
\Sigma_{ij}=\frac1V\frac{\partial F}{\partial\eta_{ij}}
=\frac4V\sum_{\boldsymbol\ell}t(\ell)\frac{\ell_i\ell_j}{\ell^2}\,p_{\boldsymbol\ell},
\qquad
p_{\boldsymbol\ell}=2\sum_{\mathbf k}w_{\mathbf k}f\cos(\mathbf k\cdot\boldsymbol\ell).
\end{equation}
This is the band contribution; a complete model would add a repulsion between atoms.

The bond orders $p_{\boldsymbol\ell}$ expose the fault in real space. In the wedge, $k_xa\ge k_ya\ge k_za$ lie between 0 and $\pi$, where the cosine decreases. Hence the plain sum has $p_x\le p_y\le p_z$, although the three bonds are equivalent. It gives 0.0784, 0.1570 and 0.1878; the full mesh gives 0.1411 for each, which is their mean.

The true stress is 8.95 GPa along each axis, without shear. The plain sum gives 5.34, 9.96 and 11.55 GPa. Most of this spread comes from the nearest neighbours. Two such bonds lie along each axis, so their contribution to $\Sigma_{zz}-\Sigma_{xx}$ is
\begin{equation}
\frac{8\,(1\ \mathrm{eV})}{27\ \mathrm{\mathring{A}^3}}(0.1878-0.0784)
=0.0324\ \mathrm{eV/\mathring{A}^3}=5.2\ \mathrm{GPa},
\end{equation}
out of $11.55-5.34=6.21$ GPa.

The false shear has a definite sign too. Second neighbours in the $xy$ plane contribute to (\ref{strain}) through $\cos(k_xa+k_ya)-\cos(k_xa-k_ya)=-2\sin k_xa\,\sin k_ya$, which is not positive in the wedge. The plain sum gives $\Sigma_{xy}=-1.17$ GPa. On the full mesh, $k_x$ and $-k_x$ cancel. A cell relaxation driven by the unprojected stress would be pushed away from the cubic shape.

\subsection*{Use the group of the actual crystal}

Projection is not a cosmetic averaging to be done with the largest group at hand. Stretch the crystal by 5\% along $z$. Of the 48 cubic operations, 16 survive. On a $24^3$ mesh the full-mesh values are $K_{xx}=K_{yy}=4.260$ and $K_{zz}=3.842$ eV\,Å$^2$. A wedge built and projected with the 16 operations reproduces them. Projecting the same sum with all 48 gives
\begin{equation}
\tfrac13(2\times4.260+3.842)=4.121\ \mathrm{eV\,\mathring{A}^2}
\end{equation}
in every direction (4.120 before rounding of the inputs). This erases a real anisotropy.

\subsection*{Forces: rotate the vector and move the label}

A spatial operation $g$ carries atom $a$ to an equivalent site $g(a)$. Let $\mathbf u_a$ be small displacements. Rotating the displaced crystal gives displacements $\mathbf u'_{g(a)}=R\mathbf u_a$ without changing the spectrum, so $\varepsilon(R\mathbf k;\mathbf u')=\varepsilon(\mathbf k;\mathbf u)$. For one doubly filled band, $\mathbf F_a(\mathbf k)=-2\,\partial\varepsilon/\partial\mathbf u_a$. The chain rule gives
\begin{equation}
F_{a,i}(\mathbf k)=\sum_jF_{g(a),j}(R\mathbf k)R_{ji}
\quad\Longrightarrow\quad
\mathbf F_{g(a)}(R\mathbf k)=R\,\mathbf F_a(\mathbf k).
\end{equation}
Here $D(g)$ acts on the list of all forces: it rotates each vector and assigns it to atom $g(a)$. Time reversal, if it is in the group, acts differently: it sends $\mathbf k$ to $-\mathbf k$ but moves no atom, so $\mathbf F_a(-\mathbf k)=\mathbf F_a(\mathbf k)$, without a change of sign.

Take a two-dimensional square cell of side 5 Å with atoms at $(\pm1.1,\pm1.1)$ Å. Bonds inside and between cells are 2.2 and 2.8 Å long, and the hopping is $(1\ \mathrm{eV})(2.5\ \mathrm{\mathring{A}}/d)^4$ at bond length $d$. The short and long bonds have hoppings $t_1=1.668$ and $t_2=0.636$ eV. The Hamiltonian is a sum of two dimerized chains, one along each axis, so the energies are $\pm s(k_x)\pm s(k_y)$ with $s$ between $t_1-t_2$ and $t_1+t_2$. The lowest band, which is filled, reaches up to $-2(t_1-t_2)$ and the next reaches down to $-2t_2$, so the gap is $2t_1-4t_2=0.79$ eV (0.82 eV between the points of the $24^2$ mesh used here, which misses the band edges). The diagonal mirror leaves the upper right atom in place, so its true force must have $F_x=F_y$. In eV/Å,
\begin{align}
\text{full mesh:}&\quad(-2.742,\,-2.742),\\
\text{plain wedge sum:}&\quad(-3.075,\,-2.410),\\
\text{rotated and permuted:}&\quad(-2.742,\,-2.742).
\end{align}
The plain force is tilted about $7^\circ$ off the diagonal. The total force on the cell does not reveal this: a common displacement of all atoms leaves each $\varepsilon(\mathbf k)$ unchanged, so the forces add to zero separately at every $\mathbf k$.

Rotating without permuting fails in another way. The square group contains $-R$ along with every $R$, so $\sum_RR=0$ and every force is averaged to zero. The real inward force, nonzero because the short and long bonds differ, would disappear.

\subsection*{Berry curvature: the sign matters}

For the periodic part $u$ of a nondegenerate two-dimensional band, use
\begin{equation}
\Omega=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle,\qquad
C=\frac1{2\pi}\int_{\rm BZ}\Omega\,d^2k ,
\end{equation}
where $C$ is the Hall conductance of a filled band per spin in units of $e^2/h$, up to the overall sign convention. Let the Bloch phases contain the atomic positions. A spatial symmetry then acts on $u$ by a constant unitary matrix, apart from a phase that drops out of $\Omega$. The antisymmetric tensor with $xy$ element $\Omega$ transforms with $R$ on each index; in two dimensions this gives
\begin{equation}
\Omega(R\mathbf k)=\det(R)\,\Omega(\mathbf k).
\end{equation}
For spinless time reversal, $u_{-\mathbf k}=u_{\mathbf k}^*$. The two derivatives supply two minus signs, which cancel, while complex conjugation reverses the imaginary part:
\begin{equation}
\Omega(-\mathbf k)=-\Omega(\mathbf k).
\end{equation}
Hence $C=0$ with time reversal, even if $\Omega$ is large at individual points.

The phase convention matters before the full sum is taken. Changing component $u_a$ to $e^{i\mathbf k\cdot\mathbf r_a}u_a$ changes $\mathbf A=i\langle u|\nabla u\rangle$ by $-\sum_a\mathbf r_a|u_a|^2$. This term is periodic in $\mathbf k$, so its curl integrates to zero over the zone, but it can change $\Omega$ at single points and spoil the spatial law $\Omega(R\mathbf k)=\det(R)\,\Omega(\mathbf k)$; the time-reversal law is unaffected.

Now take a honeycomb lattice with hopping 1 eV and site energies $\pm m$:
\begin{equation}
H(\mathbf k)=\begin{pmatrix}m&-q\\-q^*&-m\end{pmatrix},\qquad
q(\mathbf k)=\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j},
\end{equation}
where $\boldsymbol\delta_j$ joins a site to its three neighbours. The energies $\pm\sqrt{m^2+|q|^2}$ have 12 symmetry operations in $k$-space. Six preserve $\Omega$: the threefold rotations, and the sublattice-preserving mirrors combined with time reversal. The other six reverse it.

The wedge $\Gamma MK$ contains the corner $K$ but not $K'$. Its six sign-preserving images, up to reciprocal lattice vectors, fill the triangle with vertices $0$, $\mathbf b_1$, $\mathbf b_2$ (primitive reciprocal vectors at $60^\circ$, with $K=(\mathbf b_1+\mathbf b_2)/3$), which is half the zone and is centred on $K$. Let $\Phi$ be its Berry flux. The other half carries $-\Phi$, but the plain weights count it as $+\Phi$:
\begin{equation}
C_{\rm full}=\frac{\Phi-\Phi}{2\pi}=0,\qquad
C_w=\frac{\Phi+\Phi}{2\pi}=\frac{\Phi}{\pi}.
\end{equation}
For $m=0.5$ and $0.2$ eV the plain sum gives $C_w=0.634$ and $0.843$. The Berry phase around the triangle, computed separately from overlaps along its edge, gives the same values of $\Phi/\pi$ to these digits.

The small-gap limit is worse. As $m\to0$, the lower state on the triangle's edge, where $q=|q|e^{i\theta}\ne0$, tends to $u=(1,e^{-i\theta})^{\mathsf T}/\sqrt2$. Then $\mathbf A=\tfrac12\nabla\theta$. The triangle encloses one simple zero of $q$, at $K$, so $\theta$ winds once and $|\Phi|\to\pi$. On a mesh fine enough to resolve the curvature peak at $K$, whose width shrinks like $m$ and whose height grows like $1/m^2$, the false result approaches $|C_w|=1$, which could be mistaken for a quantum Hall insulator. On a fixed mesh the limit is not reached: the plain sum grows without bound if $K$ is a mesh point and falls to zero if the mesh misses it.

There are two sound reductions here. One may keep all 12 operations and include their signs; six plus and six minus signs then project the sum to zero. Or one may reduce with the six sign-preserving operations alone. For them $\Omega$ is constant on each star, and the plain weighted sum is correct. What decides is the behaviour of the summed component under the chosen group, not whether it is called a scalar. In a magnetic crystal, time reversal by itself must not be in that group; a combination with a spatial operation may be, if the magnetic state has it.

The numerical check compares the projected sums with full-mesh sums and tests the transformation laws at general wave vectors. In your own code, the corresponding test is to run one small mesh both reduced and unreduced, and to compare every tensor element and every atomic force. Agreement of the energies tests the weights but says nothing about the missing rotations.

\section*{Computed values}
\begin{verbatim}
CUBIC METAL: a = 3.0 A, t(a) = 1.0 eV, t(sqrt2 a) = 0.25 eV
electrons per cell = 0.2, smearing = 0.25 eV, tau = 10 fs
mesh 48^3 = 110592 points, wedge points = 2600
chemical potential full, wedge = -3.900700, -3.900700 eV
band energy per cell full, wedge = -1.131381, -1.131381 eV
K full      xx,yy,zz = 4.2490, 4.2490, 4.2490 eV A^2
K full      xy,xz,yz = 0.0000, 0.0000, 0.0000 eV A^2
K raw wedge xx,yy,zz = 8.4585, 3.3586, 0.9298 eV A^2
K raw wedge xy,xz,yz = 4.9354, 2.2461, 1.4951 eV A^2
K projected wedge xx = 4.2490 eV A^2
K from effective-mass form xx = 4.2490 eV A^2
raw K xx/zz = 9.097
other wedge, raw K xx,yy,zz = 3.3586, 0.9298, 8.4585 eV A^2
conductivity full = 5.8197 10^6 S/m
conductivity raw xx,yy,zz = 11.5853, 4.6001, 1.2735 10^6 S/m
resistivity, inverted before projection / true = 10.345
stress full      xx,yy,zz = 8.9515, 8.9515, 8.9515 GPa
stress full      xy,xz,yz = 0.0000, 0.0000, 0.0000 GPa
stress raw wedge xx,yy,zz = 5.3415, 9.9607, 11.5522 GPa
stress raw wedge xy,xz,yz = -1.1657, -0.5681, -0.4091 GPa
bond order full (x,y,z equal) = 0.14107
bond order raw x,y,z = 0.07839, 0.15699, 0.18783
mesh 12^3, 56 wedge points: raw K_xx/(trace/3) = 2.0243
mesh 24^3, 364 wedge points: raw K_xx/(trace/3) = 1.9851
mesh 48^3, 2600 wedge points: raw K_xx/(trace/3) = 1.9907
5% stretch along z (24^3): true K xx,zz = 4.2598, 3.8416 eV A^2
  tetragonal projection xx,zz = 4.2598, 3.8416 eV A^2
  cubic projection xx,zz = 4.1204, 4.1204 eV A^2
SQUARE CRYSTAL: cell = 5.0 A, bonds = 2.2, 2.8 A, t(2.5 A) = 1.0 eV
mesh 24^2, wedge points = 78, gap = 0.823 eV
force on upper right atom, full: x,y = -2.7422, -2.7422 eV/A
force on upper right atom, raw wedge: x,y = -3.0747, -2.4098 eV/A
force on upper right atom, rotated and permuted: x,y = -2.7422, -2.7422 eV/A
largest force if rotated but not permuted = 0.0000 eV/A
HONEYCOMB: hopping 1 eV, mesh 240^2, wedge points = 4921
site energies +-0.5 eV: C full = 0.00000, raw wedge = 0.63393 e^2/h
  Wilson-loop flux/pi = 0.63394; sign-projected |C| = 0.00000; sign-preserving wedge |C| = 0.00000
site energies +-0.2 eV: C full = 0.00000, raw wedge = 0.84321 e^2/h
  Wilson-loop flux/pi = 0.84322; sign-projected |C| = 0.00000; sign-preserving wedge |C| = 0.00000
\end{verbatim}
